\section*{Exchange, Spin-Orbit Coupling and the Polar Kerr Angle of a Collinear Ferromagnet}

\section*{Setting}

A crystal of independent electrons has collinear exchange splitting $\Delta$ along $z$ and on-site spin-orbit coupling of strength $\zeta$:
\begin{equation}
H=h-\frac{\Delta}{2}\sigma_z+\zeta\,\mathbf L\cdot\mathbf S,\qquad \mathbf S=\tfrac12\boldsymbol\sigma .
\label{H}
\end{equation}
The spinless part $h$ is real in a basis of real atomic orbitals: there is no applied magnetic field and no spontaneous orbital current. Hartree atomic units in their Gaussian form are used, so the electron has charge $-1$. Fields vary as $e^{-i\omega t}$, and $z=\omega+i\eta$ contains a broadening $\eta>0$. The temperature is finite, the chemical potential $\mu$ is fixed, and $f$ is the Fermi function.

The position operator is taken as diagonal in the lattice sites. In the Bloch representation it is $r_a=i\partial_{k_a}$, and the velocity is
\begin{equation}
v^a=i[H,r_a]=\partial H/\partial k_a=\partial h/\partial k_a .
\end{equation}
The on-site coupling does not depend on $\mathbf k$ and drops out of $v^a$. Dipoles within an atom, and the correction to the velocity that spin-orbit coupling would bring with them, are thereby neglected.

\section*{(a) The conductivity}

Derive the linear conductivity $\sigma_{ab}(z)$, including its intraband part, and isolate $\sigma^A=(\sigma_{xy}-\sigma_{yx})/2$.

\paragraph{Solution.}
A rule for differentiating matrix functions is needed first. For a power,
\[
\partial(H^p)=\sum_{j=0}^{p-1}H^j(\partial H)H^{p-1-j}.
\]
Between eigenstates $m$ and $n$ the sum of $E_m^jE_n^{p-1-j}$ equals $(E_m^p-E_n^p)/(E_m-E_n)$. By linearity and polynomial approximation on the finite energy range of the bands, a smooth function $g$ obeys
\begin{equation}
(\partial g(H))_{mn}=\frac{g(E_m)-g(E_n)}{E_m-E_n}\,(\partial H)_{mn},
\label{dd}
\end{equation}
with the quotient replaced by $g'(E_n)$ when the energies coincide.

A field $\mathcal E$ along $b$ adds $H'=\mathcal E r_b e^{-izt}$ for charge $-1$. The first-order part of $i\dot\rho=[H+H',\rho]$ is $z\,\delta\rho=[H,\delta\rho]+\mathcal E[r_b,f(H)]$. Since $r_b=i\partial_{k_b}$, the last commutator is $i\partial_{k_b}f(H)$. With (\ref{dd}) and
\[
F_{nm}=\frac{f_n-f_m}{E_m-E_n}\quad(\to -f'\ \text{at equal energies}),
\]
its elements are $-iF_{nm}v^b_{mn}$. Hence
\[
(z-E_m+E_n)\,\delta\rho_{mn}=-i\mathcal E F_{nm}v^b_{mn}.
\]
The current density is $j_a=-V^{-1}\sum_{nm}v^a_{nm}\delta\rho_{mn}$, where the minus sign is the charge and $V$ the crystal volume. Therefore
\begin{equation}
\sigma_{ab}=\frac iV\sum_{nm}F_{nm}\frac{v^a_{nm}v^b_{mn}}{z-E_m+E_n}.
\label{kubo}
\end{equation}
The sum includes $\mathbf k$, which both states share. Terms with $n=m$ give the Drude response.

For the antisymmetric part, hermiticity gives $v^y_{nm}v^x_{mn}=(v^x_{nm}v^y_{mn})^*$, so
\[
\sigma^A=-\frac1V\sum_{nm}F_{nm}\frac{\operatorname{Im}(v^x_{nm}v^y_{mn})}{z-E_m+E_n}.
\]
Under $n\leftrightarrow m$, $F_{nm}$ is even and the imaginary part is odd. Averaging the two labelings, with $w=E_m-E_n$, replaces $1/(z-w)$ by $\frac12[1/(z-w)-1/(z+w)]=w/(z^2-w^2)$. Since $F_{nm}w=f_n-f_m$,
\begin{equation}
\sigma^A=\frac1V\sum_{nm}(f_n-f_m)\frac{\operatorname{Im}(v^x_{nm}v^y_{mn})}{(E_m-E_n)^2-z^2}.
\label{anti}
\end{equation}
Pairs of equal energy drop out. For $|z|$ far above every transition energy of the model, the denominator becomes $-z^2$. The sum over intermediate states can then be done, and $\sigma^A\to i\,\mathrm{Tr}\{f(H)[v^x,v^y]\}/(Vz^2)$.

\section*{(b) One coupling at a time}

Find $\sigma^A$ when $\Delta=0$ and when $\zeta=0$. Where does collinearity enter?

\paragraph{Solution.}
Let $\Theta$ be time reversal. It reverses $\mathbf L$, $\mathbf S$ and the velocity, so it maps $H(\Delta)$ to $H(-\Delta)$. With $|\bar n\rangle=\Theta|n\rangle$, antiunitarity gives
\[
\langle\bar n|v^a|\bar m\rangle=-\langle n|v^a|m\rangle^*=-v^a_{mn}.
\]
The two minus signs cancel in (\ref{kubo}), and the order of the velocities is exchanged:
\begin{equation}
\sigma_{ab}(-\Delta)=\sigma_{ba}(\Delta),\qquad \sigma^A(-\Delta)=-\sigma^A(\Delta).
\label{onsager}
\end{equation}
Hence $\sigma^A=0$ at $\Delta=0$, whatever $\zeta$ is.

At $\zeta=0$ the Hamiltonian splits into spin blocks $H_s=h-s\Delta/2$ with $s=\pm1$. Complex conjugation $\mathcal K$ of the orbital amplitudes is antiunitary, leaves each block invariant and reverses the velocity. The same argument within one block gives $\sigma_{ab}=\sigma_{ba}$, so each spin contributes zero. Exchange breaks time reversal for the spins, but without spin-orbit coupling the orbital motion does not sense it.

Collinearity supplied the separate blocks. For a coplanar texture, $\Theta$ followed by a spin rotation by $\pi$ about the normal of the spin plane restores the moments, and $\sigma^A$ again vanishes at $\zeta=0$. A noncoplanar texture has no such general symmetry. For a kagome layer without spin-orbit coupling, whose three moments have azimuths $120^\circ$ apart, the calculation gives $|\sigma^A|\approx10^{-17}\,e^2/\hbar$ (rounding) when they lie in the plane and about $0.023\,e^2/\hbar$ when they are tilted $45^\circ$ out of it (hopping $-0.05$, local exchange term $-0.05\,\hat{\mathbf m}\cdot\boldsymbol\sigma$, $\mu=0$, $k_BT=0.01$, $z=0.10+0.02i$, all in hartree, on a $12\times12$ mesh; meshes of $24\times24$ and finer give $0.0225$). The need for spin-orbit coupling is thus a statement about collinear and coplanar magnets. Both couplings are necessary there, but part (d) shows that they need not suffice at first order.

\section*{(c) The leading power of $\zeta$}

Write the coupling as $\zeta_\parallel L_zS_z+\zeta_\perp(L_xS_x+L_yS_y)$. Which part acts at first order, and which at second?

\paragraph{Solution.}
An expansion must exist first. Define
\[
G(x,y)=\frac{1}{z-y+x}\,\frac{f(x)-f(y)}{y-x}.
\]
With $P_n$ the projector on state $n$, (\ref{kubo}) reads
\begin{equation}
\sigma_{ab}=\frac iV\sum_{nm}G(E_n,E_m)\,\mathrm{Tr}(P_nv^aP_mv^b).
\label{G}
\end{equation}
For real energies $|z-y+x|\ge\eta$, and $f$ is smooth at finite temperature, so $G$ is smooth. Level crossings then do no harm, and $\sigma_{ab}$ can be differentiated with respect to $\zeta$. The derivatives of $G$ grow as $\eta$ and $k_BT$ shrink, so for a clean, cold metal this argument alone does not guarantee a wide range of $\zeta$ in which the leading term suffices.

A spin rotation by $\pi$ about $z$ reverses $S_x$ and $S_y$ and leaves $S_z$ and the velocities alone. It changes the sign of $\zeta_\perp$, so the whole conductivity tensor is even in $\zeta_\perp$.

A rotation by $\pi$ about $x$ reverses $S_y$ and $S_z$. At $\zeta_\perp=0$ it reverses both $\Delta$ and $\zeta_\parallel$. Together with (\ref{onsager}),
\[
\sigma^A(\Delta,\zeta_\parallel)=\sigma^A(-\Delta,-\zeta_\parallel)=-\sigma^A(\Delta,-\zeta_\parallel).
\]
So $L_zS_z$ alone gives an odd function of its strength. Setting $\zeta_\parallel=\zeta_\perp=\zeta$,
\begin{equation}
\sigma^A=C\zeta+O(\zeta^2).
\label{linear}
\end{equation}
The term $C\zeta$ comes from $L_zS_z$. At second order $\zeta_\parallel^2$ is excluded by oddness and $\zeta_\parallel\zeta_\perp$ by evenness in $\zeta_\perp$. What remains is $\zeta_\perp^2$, the work of two spin flips.

\section*{(d) The coefficient}

Express $C$ through states without spin-orbit coupling. Find its behavior for small $\Delta$ and for an insulator whose two spin channels are equally filled. Does $\sigma_{xx}$ have a linear term?

\paragraph{Solution.}
In block $s$ the active perturbation is $\zeta L_zS_z=(s\zeta/2)L_z$. Consider $H_s+\lambda L_z$. If $G$ were $x^py^q$, the sum in (\ref{G}) would be $\mathrm{Tr}(H_s^pv^aH_s^qv^b)$. The product rule and (\ref{dd}) differentiate each power, and polynomial approximation extends the result to smooth $G$:
\begin{align}
\frac{d\sigma_{ab}}{d\lambda}=\frac iV\Big\{&\sum_{nn'm}G[n,n';m]\,(L_z)_{nn'}v^a_{n'm}v^b_{mn}\nonumber\\
&+\sum_{nmm'}G[n;m,m']\,v^a_{nm}(L_z)_{mm'}v^b_{m'n}\Big\}.
\label{slope}
\end{align}
Here
\[
G[n,n';m]=\frac{G(E_n,E_m)-G(E_{n'},E_m)}{E_n-E_{n'}},
\]
and $G[n;m,m']$ is the corresponding quotient in the second argument. Let $K(H_s)$ be half the difference of (\ref{slope}) for $ab=xy$ and $ab=yx$. Adding the blocks with weights $s/2$,
\begin{equation}
C=\tfrac12\left[K(h-\tfrac\Delta2)-K(h+\tfrac\Delta2)\right].
\label{C}
\end{equation}
The spins carry opposite orbital responses, and exchange spoils their cancellation. A test compares (\ref{C}) with the numerical $\zeta$ derivative of the full conductivity, spin flips included; they agree within $10^{-3}$ of $|C|$.

For small $\Delta$, $C\simeq-(\Delta/2)\,dK(h+u)/du$ at $u=0$. Raising all levels by $u$ is equivalent to lowering $\mu$ by $u$, so
\begin{equation}
\sigma^A\simeq\frac{\zeta\Delta}{2}\,\frac{\partial K}{\partial\mu}.
\label{bilinear}
\end{equation}
The leading term is bilinear in the two couplings.

If $\mu$ lies in the same gap of both blocks, so that they are equally filled, and $k_BT$ is much smaller than the distance to the band edges, a rigid shift changes neither occupations nor energy differences. Then $K(H_\uparrow)=K(H_\downarrow)$ and $C=0$ up to thermal tails. The model of part (f), made insulating by changing the on-site energies to $E_s=-0.4$ and $E_p=0.4$ hartree, gives $|K|\approx1.5\times10^{-5}$ a.u./hartree per spin but $|C|/|K|\approx2\times10^{-9}$ with 8 mesh points per direction ($2.5\times10^{-9}$ with 32). This removes the linear term, not necessarily the quadratic one. An exchange splitting that differs between orbitals is not a rigid shift, and the cancellation need not occur.

For the diagonal part, $\mathcal K$ maps $h+\lambda L_z$ to $h-\lambda L_z$, because $L_z$ is imaginary in real orbitals. Hence $\sigma_{ab}(\lambda)=\sigma_{ba}(-\lambda)$, and $\sigma_{xx}$ is even in $\lambda$. It is also even in $\zeta_\perp$, so
\begin{equation}
\sigma_{xx}=\sigma_0+O(\zeta^2).
\label{diag}
\end{equation}

\section*{(e) From conductivity to Kerr angle}

Light polarized along $x$ travels along $+z$ from vacuum onto a crystal filling $z>0$, with a fourfold axis along $z$. Find the rotation and ellipticity of the reflected light to first order in $\sigma_{xy}$.

\paragraph{Solution.}
The fourfold axis gives $\sigma_{yy}=\sigma_{xx}$, $\sigma_{yx}=-\sigma_{xy}$ and $\sigma_{xz}=\sigma_{yz}=0$, so $\sigma_{xy}=\sigma^A$. Adding the current $4\pi\sigma\mathbf E/c$ to the displacement term $-i\omega\mathbf E/c$ in Maxwell's equation gives $\varepsilon=1+4\pi i\sigma/\omega$. Transverse waves satisfy $n^2\mathbf E=\varepsilon\mathbf E$. On the circular vectors $(1,\pm i)$,
\begin{equation}
n_\pm^2=\varepsilon_{xx}\pm i\varepsilon_{xy}.
\end{equation}
Continuity of the tangential fields requires $1+r_\pm=t_\pm$ and $1-r_\pm=n_\pm t_\pm$, hence $r_\pm=(1-n_\pm)/(1+n_\pm)$. The incident vector is $(1,0)=\frac12[(1,i)+(1,-i)]$, so the reflected field obeys
\begin{equation}
\frac{E_y}{E_x}=i\,\frac{r_+-r_-}{r_++r_-}.
\label{ratio}
\end{equation}

Put $n=\sqrt{\varepsilon_{xx}}$ with $\operatorname{Im}n>0$. To first order $n_\pm=n\pm i\varepsilon_{xy}/(2n)$. Since $dr/dn=-2/(1+n)^2$,
\[
r_+-r_-=-\frac{2i\varepsilon_{xy}}{n(1+n)^2},\qquad r_++r_-=\frac{2(1-n)}{1+n}.
\]
Inserting these in (\ref{ratio}) gives $E_y/E_x=\varepsilon_{xy}/[n(1-\varepsilon_{xx})]$. With $\varepsilon_{xy}=4\pi i\sigma_{xy}/\omega$ and $1-\varepsilon_{xx}=-4\pi i\sigma_{xx}/\omega$,
\begin{equation}
\theta_K+i\eta_K=-\frac{\sigma_{xy}}{\sigma_{xx}\sqrt{1+4\pi i\sigma_{xx}/\omega}} .
\label{kerr}
\end{equation}
For a small ratio, the real part is the rotation of the major axis from $x$ toward $y$. In the rotated axes the field is $(1,i\eta_K)$, so $\eta_K$ is the signed axis ratio of the ellipse.

The Kerr angle thus requires $\sigma_{xx}$ as well as $\sigma_{xy}$. By (\ref{linear}) and (\ref{diag}) it starts as $-C\zeta/(\sigma_0n_0)$, with $n_0$ the index at $\zeta=0$. This first-order result requires both $|n^2|$ and $|n(1-n^2)|$ to be large compared with $|\varepsilon_{xy}|$; for large $|n|$, as in a metal at low frequency, the first condition implies the second. Otherwise the expansion of $n_\pm$ breaks down (small $n$), or $E_y/E_x$ is no longer small and cannot be read as an angle ($n$ near 1).

\section*{(f) A ferromagnetic metal in numbers}

Evaluate the results for a simple-cubic model with one $s$ and three $p$ orbitals per site. The lattice constant is 6 bohr. In hartree, the on-site energies relative to $\mu$ are $E_s=-0.10$ and $E_p=0.05$, and the nearest-neighbor hoppings are $ss$ $-0.02$, $sp$ $0.04$, $pp\sigma$ $0.05$ and $pp\pi$ $-0.01$. Take $k_BT=0.01$, $\eta=0.02$, $\Delta=0.06$, $\zeta=0.02$ and $\omega=0.15$ hartree ($4.08$ eV). How good is the linear law?

\paragraph{Solution.}
The cell holds $2.05$ spin-up and $1.43$ spin-down electrons, a spin imbalance of $0.62$. The majority spin points along $+z$, so the spin magnetic moment points along $-z$; reversing it reverses the Kerr signal. The conductivities are, in atomic units,
\[
\sigma_{xx}=0.03502+0.05497i,\qquad \sigma_{xy}=(-1.756+0.048i)\times10^{-3}.
\]
In SI units $\sigma_{xy}\approx(-8.1+0.2i)\times10^3$ S/m. Refining the $\mathbf k$ mesh changes it by $0.3\%$ of its modulus. As a test of (\ref{kubo}), the response to a sudden small vector potential, evolved without expanding the propagation, reproduces $\sigma_{xy}$ within $10^{-3}$ of its modulus on a small mesh.

With $4\pi/\omega=83.78$,
\[
\varepsilon_{xx}=1+83.78\,i\,(0.03502+0.05497i)=-3.61+2.93i,
\]
and $n=0.722+2.032i$. The denominator of (\ref{kerr}) is $\sigma_{xx}n=-0.0864+0.1108i$, so
\begin{align*}
\theta_K+i\eta_K&=\frac{(1.756-0.048i)\times10^{-3}}{-0.0864+0.1108i}\\
&=(-7.95-9.65i)\times10^{-3}\ \text{rad}.
\end{align*}
This is a rotation of $-0.455^\circ$ and an ellipticity of $-0.553^\circ$ with 32 mesh points per direction; 60 points give $-0.456^\circ$ and $-0.551^\circ$. Although $\sigma_{xy}$ is nearly real, both are sizable, because $\sigma_{xx}n$ is complex.

Direct matching of the Maxwell fields at the surface differs from (\ref{kerr}) by a relative $5.5\times10^{-4}$. Dividing $\varepsilon_{xy}$ by ten reduces this to $5.5\times10^{-6}$. The factor of 100 is expected: reversing $\varepsilon_{xy}$ exchanges $r_+$ and $r_-$, so (\ref{ratio}) is odd in it and the first relative correction is quadratic.

The linear coefficient is $C=-0.0804+0.0049i$ a.u./hartree. Departures from linearity appear in $q=\sigma_{xy}/(C\zeta)$:
\begin{center}
\begin{tabular}{cc}
$\zeta$ (hartree) & $q$\\
0.0025 & $1.011+0.009i$\\
0.005 & $1.022+0.017i$\\
0.01 & $1.045+0.030i$\\
0.02 & $1.090+0.037i$\\
0.04 & $1.147-0.014i$
\end{tabular}
\end{center}
These values are for 32 mesh points per direction. With 26 points $C$ changes by about $1\%$, and $q$ by about $0.006$ at $\zeta=0.02$ and $0.011$ at $\zeta=0.04$, so the last digits should not be relied on. With 60 points $C=-0.0805+0.0052i$, and $q$ moves by about $0.003$ at $\zeta=0.02$ and $0.004$ at $\zeta=0.04$. For the smallest values $q-1$ roughly doubles with $\zeta$. This is the signature of a $\zeta^2$ term in $\sigma_{xy}$, which part (c) traced to two spin flips. A test on the small mesh confirms the power: with the flip part acting alone, doubling $\zeta_\perp$ from $5\times10^{-4}$ to $10^{-3}$ hartree multiplies $\sigma^A$ by 4 to within $0.1$.

The first-order Kerr result is $-0.456^\circ-0.482^\circ i$ ($-0.459^\circ-0.481^\circ i$ with 60 mesh points). Its ellipticity is $13\%$ too small in magnitude relative to the full value, while its rotation agrees to within the roughly $1\%$ mesh uncertainty of $C$. That agreement is a cancellation. The full result is the first-order one times $1.076+0.074i$. In the rotation, the real part of this factor adds $-0.035^\circ$ and the imaginary part, acting on the ellipticity, adds $+0.036^\circ$.

The role of $\sigma_{xx}$ also shows in the spectrum. From $\omega=0.15$ to $0.20$ hartree $|\sigma_{xy}|$ falls by half, from $1.76\times10^{-3}$ to $0.87\times10^{-3}$ a.u. The modulus of the complex Kerr angle falls much less, from $0.72^\circ$ to $0.65^\circ$, because $|\sigma_{xx}n|$ drops from $0.141$ to $0.076$ a.u. The rotation changes sign in this interval, reaching about $+0.03^\circ$ on the 32-point mesh, while the ellipticity is $-0.65^\circ$. A zero of the Kerr rotation need not be a zero of $\sigma_{xy}$: by (\ref{kerr}) it requires only that $\sigma_{xy}/(\sigma_{xx}n)$ be imaginary. Further frequencies are listed in the numerical output.

These values belong to independent electrons with one broadening for all transitions. The model stands for no particular material, and $k_BT=0.01$ hartree (about 3200 K) acts as a smearing, not as a laboratory temperature. Local fields, electron-hole interaction and scattering that depends on the state are left out.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant: 6 bohr
onsite E_s, E_p: -0.1, 0.05 hartree
hoppings ss, sp, pp-sigma, pp-pi: -0.02, 0.04, 0.05, -0.01 hartree
kT, eta: 0.01, 0.02 hartree
exchange, zeta, omega: 0.06, 0.02, 0.15 hartree
photon energy: 4.0817 eV
spin-up electrons per cell: 2.0457
spin-down electrons per cell: 1.4252
sigma_xx: 3.5022e-02 +5.4974e-02i a.u.
sigma_xy: -1.7562e-03 +4.7644e-05i a.u.
sigma_xy converted: -8.0781e+03 +2.1916e+02i S/m
linear coefficient C: -8.0424e-02 +4.9185e-03i a.u./hartree
C*zeta: -1.6085e-03 +9.8371e-05i a.u.
mesh 32 to 44, relative change xx, xy: 7.7e-05, 3.0e-03
zeta=0.0025 hartree, sigma_xy/(C*zeta): 1.0109e+00 +9.3256e-03i
zeta=0.005 hartree, sigma_xy/(C*zeta): 1.0222e+00 +1.7424e-02i
zeta=0.01 hartree, sigma_xy/(C*zeta): 1.0451e+00 +2.9666e-02i
zeta=0.02 hartree, sigma_xy/(C*zeta): 1.0895e+00 +3.7013e-02i
zeta=0.04 hartree, sigma_xy/(C*zeta): 1.1471e+00 -1.3708e-02i
eps_xx: -3.6055e+00 +2.9340e+00i
eps_xy: -3.9914e-03 -1.4712e-01i
refractive index: 7.2213e-01 +2.0315e+00i
Kerr rotation + i ellipticity, formula: -7.9491e-03 -9.6480e-03i rad
same, formula: -4.5545e-01 -5.5279e-01i degree
same, Maxwell matching: -4.5528e-01 -5.5308e-01i degree
same, first order in zeta: -4.5636e-01 -4.8240e-01i degree
Kerr formula relative error: 0.00055136
same with eps_xy/10: 5.5134e-06
omega=0.05 hartree, sigma_xx: 9.5081e-02 +8.0350e-02i a.u.
omega=0.05 hartree, sigma_xy: 1.1947e-03 +7.9210e-03i a.u.
omega=0.05 hartree, Kerr: -6.1228e-01 +2.6196e-01i degree
omega=0.1 hartree, sigma_xx: 5.7787e-02 +7.4737e-02i a.u.
omega=0.1 hartree, sigma_xy: -3.5933e-03 +2.7254e-03i a.u.
omega=0.1 hartree, Kerr: -7.6670e-01 -2.9381e-01i degree
omega=0.15 hartree, sigma_xx: 3.5022e-02 +5.4974e-02i a.u.
omega=0.15 hartree, sigma_xy: -1.7562e-03 +4.7644e-05i a.u.
omega=0.15 hartree, Kerr: -4.5545e-01 -5.5279e-01i degree
omega=0.2 hartree, sigma_xx: 3.0059e-02 +3.9092e-02i a.u.
omega=0.2 hartree, sigma_xy: -7.6079e-04 -4.1746e-04i a.u.
omega=0.2 hartree, Kerr: 2.8428e-02 -6.5229e-01i degree
Small 8x8x8 mesh, symmetry tests:
|sigma_xy| with both couplings: 0.001823 a.u.
|sigma_xy| without exchange: 9.5466e-19 a.u.
|sigma_xy| without SOC: 5.1371e-19 a.u.
sigma_xy, L_z S_z part only: -1.4154e-03 -1.8552e-04i a.u.
sigma_xy, spin-flip part only: -3.4573e-04 -1.1094e-04i a.u.
insulator, spin-up slope K: 1.4073e-05 +4.5207e-06i a.u./hartree
insulator, |C|/|K|: 2.0135e-09
kagome without SOC, coplanar |sigma_xy|: 1.1384e-17 e^2/hbar
kagome without SOC, umbrella |sigma_xy|: 0.022949 e^2/hbar
\end{verbatim}
